**BAOAB sampling of harmonic oscillators with one and two heat baths**

For a classical oscillator of mass \(m\) and angular frequency \(\omega\) at bath temperature \(T\), BAOAB with time step \(h\) gives \(\langle x^2\rangle=k_BT/(m\omega^2)\) and \(\langle p^2\rangle/m=k_BT(1-h^2\omega^2/4)\) at the end of a step, for \(0<h\omega<2\) and positive friction. The program builds the linear map from the literal algorithm, solves for its stationary moments, and asserts these results, the mid-step moments and zero mean heat input at several steps and frictions. It also asserts closed forms for the heat current and position variances of two coupled particles with unequal baths, and their continuous-time limit. A stochastic run at \(h\omega=1.5\) gives a position variance ratio of 1.0012 ± 0.0005 and a kinetic ratio of 0.4378 ± 0.0002; the first lies 2.5 standard errors from 1, within the asserted five. For a 15 THz oscillator at 300 K and a 4 fs step, the output shows a kinetic temperature of 289.3 K and an unchanged position variance of 9.997 pm². The two-bath current is then 0.64% above its continuous-time value.

## Verification by program

```python
"""
BAOAB Langevin integration of harmonic oscillators.
Result under test, for one oscillator with 0 < h*omega < 2:
    <x^2> = kT/(m omega^2),  <x p> = 0,
    <p^2>/m = kT (1 - h^2 omega^2/4)   at the end of a step.
For two coupled particles with baths kT+Theta and kT-Theta, the difference
of position variances and the heat current have closed forms with step error.
Symbols: h time step, gamma friction rate, omega angular frequency,
K stiffness matrix divided by mass, theta bath temperatures.
Reduced units: mass = 1 and reference kT = 1; time is 1/omega or ps.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import (solve_discrete_lyapunov,
                          solve_continuous_lyapunov, block_diag)


def baoab(x, p, noise, K, theta, gamma, h):
    """One literal step; also returns the state around the thermostat."""
    c = np.exp(-gamma * h)
    p = p - 0.5 * h * (K @ x)
    x_mid = x + 0.5 * h * p
    p_before = p
    p_after = c * p + np.sqrt((1 - c**2) * theta)[:, None] * noise
    x = x_mid + 0.5 * h * p_after
    p = p_after - 0.5 * h * (K @ x)
    return x, p, x_mid, p_before, p_after


def stationary(K, theta, gamma, h):
    """Stationary moments from the linear map of the literal algorithm."""
    n = len(theta)
    unit = np.eye(3 * n)
    x, p, x_mid, p_b, p_a = baoab(unit[:n], unit[n:2*n], unit[2*n:],
                                  K, theta, gamma, h)
    full = np.vstack([x, p])
    M, G = full[:, :2*n], full[:, 2*n:]
    cov = solve_discrete_lyapunov(M, G @ G.T)
    Z = block_diag(cov, np.eye(n))
    heat = np.diag(p_a @ Z @ p_a.T - p_b @ Z @ p_b.T) / (2 * h)
    return dict(M=M, cov=cov, heat=heat, xx_mid=x_mid @ Z @ x_mid.T,
                xp_mid=x_mid @ Z @ p_b.T, pp_mid=p_b @ Z @ p_b.T)


def radius(M):
    return max(abs(np.linalg.eigvals(M)))


# --- One oscillator: moments, independence at mid-step, heat, stability ---
one = np.array([1.0])
K1 = np.array([[1.0]])
worst_x = 0.0
for h in (0.1, 0.5, 1.0, 1.5, 1.99):
    for gamma in (0.01, 1.0, 20.0):
        r = stationary(K1, one, gamma, h)
        c, a2 = np.exp(-gamma * h), h**2 / 4
        assert radius(r["M"]) < 1
        assert abs(np.linalg.det(r["M"]) - c) < 1e-12
        assert abs(np.trace(r["M"]) - (1 + c) * (1 - 2 * a2)) < 1e-12
        worst_x = max(worst_x, abs(r["cov"][0, 0] - 1))
        assert abs(r["cov"][0, 0] - 1) < 1e-8
        assert abs(r["cov"][1, 1] - (1 - a2)) < 1e-8
        assert abs(r["cov"][0, 1]) < 1e-8
        assert abs(r["xx_mid"][0, 0] - (1 - a2)) < 1e-8
        assert abs(r["pp_mid"][0, 0] - 1) < 1e-8
        assert abs(r["xp_mid"][0, 0]) < 1e-8
        assert abs(r["heat"][0]) < 1e-8
        false_power = (1 - c**2) * (1 - r["cov"][1, 1]) / (2 * h)
        assert abs(false_power - (1 - c**2) * a2 / (2 * h)) < 1e-8
for gamma in (0.01, 1.0, 20.0):
    eye3 = np.eye(3)
    parts = baoab(eye3[:1], eye3[1:2], eye3[2:], K1, one, gamma, 2.01)
    assert radius(np.vstack(parts[:2])[:, :2]) > 1

# --- Direct stochastic run; error bars from independent walkers ---
rng = np.random.default_rng(12345)
walkers, burn, samples, h_mc = 40000, 100, 300, 1.5
x, p = np.zeros((1, walkers)), np.zeros((1, walkers))
sum_x2, sum_p2 = np.zeros(walkers), np.zeros(walkers)
for step in range(burn + samples):
    x, p = baoab(x, p, rng.standard_normal((1, walkers)),
                 K1, one, 1.0, h_mc)[:2]
    if step >= burn:
        sum_x2 += x[0]**2
        sum_p2 += p[0]**2
mc_x, mc_p = sum_x2 / samples, sum_p2 / samples
se_x = mc_x.std(ddof=1) / np.sqrt(walkers)
se_p = mc_p.std(ddof=1) / np.sqrt(walkers)
assert se_x < 0.002 and se_p < 0.002
assert abs(mc_x.mean() - 1) < 5 * se_x
assert abs(mc_p.mean() - (1 - h_mc**2 / 4)) < 5 * se_p


# --- Two coupled particles with unequal baths ---
def pair_formula(s, delta, Theta, gamma, h):
    """Half difference of position variances, and heat current."""
    g = gamma if h == 0 else 2 / h * np.tanh(gamma * h / 2)
    q = 1 - h**2 * s / 4
    half_diff = Theta / (s + delta**2 / (4 * g**2 * q))
    current = g * Theta * delta**2 / (delta**2 + 4 * g**2 * s * q)
    return half_diff, current


def pair_matrix(s, delta):
    return np.array([[s, delta / 2], [delta / 2, s]])


def continuous_pair(K, theta, gamma):
    """Time-continuous Langevin covariance and heat entering particle 1."""
    drift = np.block([[np.zeros((2, 2)), np.eye(2)],
                      [-K, -gamma * np.eye(2)]])
    noise = np.diag(np.r_[0, 0, 2 * gamma * theta])
    cov = solve_continuous_lyapunov(drift, -noise)
    return cov, gamma * (theta[0] - cov[2, 2])


for s, delta in ((1.0, -0.5), (1.0, 0.9)):
    K2 = pair_matrix(s, delta)
    baths = np.array([1.3, 0.7])
    inverse = np.linalg.inv(K2)
    for gamma in (0.1, 0.4, 3.0):
        for h in (0.2, 0.8, 1.5):
            r = stationary(K2, baths, gamma, h)
            cov = r["cov"]
            half_diff, current = pair_formula(s, delta, 0.3, gamma, h)
            assert abs((cov[0, 0] - cov[1, 1]) / 2 - half_diff) < 1e-8
            assert abs(r["heat"][0] - current) < 1e-8
            assert abs(r["heat"].sum()) < 1e-8
            assert abs((cov[0, 0] + cov[1, 1]) / 2 - inverse[0, 0]) < 1e-8
        cov, current = continuous_pair(K2, baths, gamma)
        half_diff, formula_current = pair_formula(s, delta, 0.3, gamma, 0)
        assert abs((cov[0, 0] - cov[1, 1]) / 2 - half_diff) < 1e-9
        assert abs(current - formula_current) < 1e-9
K2, baths = pair_matrix(1.0, -0.5), np.array([1.3, 0.7])
cov0, J0 = continuous_pair(K2, baths, 0.4)
errors = []
for h in (0.1, 0.05):
    r = stationary(K2, baths, 0.4, h)
    errors.append((r["heat"][0] - J0,
                   r["cov"][0, 0] - cov0[0, 0]))
order_ratios = np.array(errors[0]) / np.array(errors[1])
assert np.all(abs(order_ratios - 4) < 0.1)

# --- Worked example: time in ps, energy in kT, mass in silicon masses ---
T, mass_u, f_THz, gamma = 300.0, 28.09, 15.0, 10.0
mass = mass_u * const.atomic_mass
kT = const.k * T
omega = 2 * np.pi * f_THz
area_pm2 = kT / mass       # reduced length squared, in pm^2
power_nW = kT * 1e12 * 1e9  # one kT per ps, in nW
stiffness = mass * (omega * 1e12)**2
exact_x2 = kT / stiffness * 1e24
print(f"Temperature: {T:.0f} K; thermal energy: {kT/const.e*1000:.3f} meV")
print(f"Atomic mass: {mass_u:.2f} u; frequency: {f_THz:.1f} THz")
print(f"Angular frequency: {omega:.3f} rad/ps; friction: {gamma:.1f} 1/ps")
print(f"Spring stiffness: {stiffness:.2f} N/m")
print(f"Exact classical position variance: {exact_x2:.4f} pm^2")
print(f"Exact classical rms displacement: {np.sqrt(exact_x2):.4f} pm")
print(f"Stability limit of the time step: {2000/omega:.3f} fs")
print("Single oscillator: step fs | h*omega | <x^2> pm^2 | kinetic T K")
for h_fs in (1, 2, 4, 8, 16):
    r = stationary(np.array([[omega**2]]), one, gamma, h_fs / 1000)
    x2, tkin = r["cov"][0, 0] * area_pm2, r["cov"][1, 1] * T
    assert abs(x2 / exact_x2 - 1) < 1e-8
    print(f"  {h_fs:2d} | {omega*h_fs/1000:.4f} | {x2:.4f} | {tkin:.3f}")
    if h_fs == 4:
        c4 = np.exp(-gamma * 0.004)
        false_nW = (1-c4**2) * (1-r["cov"][1, 1]) / 0.008 * power_nW
        print(f"  At 4 fs: kinetic temperature deficit {T-tkin:.3f} K")
        print(f"  At 4 fs: mid-step kinetic T {r['pp_mid'][0,0]*T:.3f} K")
        print(f"  At 4 fs: false heating power {false_nW:.4f} nW")

f_common, f_relative, T_hot, T_cold = 12.0, 15.0, 320.0, 280.0
w_common, w_relative = 2*np.pi*f_common, 2*np.pi*f_relative
s = (w_common**2 + w_relative**2) / 2
delta = w_common**2 - w_relative**2
K2, baths = pair_matrix(s, delta), np.array([T_hot, T_cold]) / T
cov0, J0 = continuous_pair(K2, baths, gamma)
diff0 = (cov0[0, 0] - cov0[1, 1]) * area_pm2
print(f"Pair modes: {f_common:.1f} and {f_relative:.1f} THz")
print(f"Pair baths: {T_hot:.0f} K and {T_cold:.0f} K")
print(f"Mean squared frequency s: {s:.2f} 1/ps^2; delta: {delta:.2f} 1/ps^2")
print(f"Continuous-time heat current: {J0*power_nW:.5f} nW")
print(f"Continuous-time variance difference: {diff0:.5f} pm^2")
print("Pair: step fs | current nW | error % | variance diff pm^2 | error %")
for h_fs in (1, 2, 4, 8, 16):
    h = h_fs / 1000
    r = stationary(K2, baths, gamma, h)
    J = r["heat"][0]
    diff = (r["cov"][0, 0] - r["cov"][1, 1]) * area_pm2
    print(f"  {h_fs:2d} | {J*power_nW:.5f} | {100*(J/J0-1):.3f} | "
          f"{diff:.5f} | {100*(diff/diff0-1):.3f}")
    if h_fs == 4:
        c = np.exp(-gamma * h)
        naive = (1-c**2) * (baths-np.diag(r["cov"])[2:]) / (2*h)
        assert abs(naive.sum() - (1-c**2) * h * s / 4) < 1e-8
        naive_nW = naive * power_nW
g4 = 2 / 0.004 * np.tanh(gamma * 0.004 / 2)
print(f"At 4 fs: effective friction {g4:.5f} 1/ps; q {1-0.004**2*s/4:.5f}")
print(f"At 4 fs, end-momentum hot-bath heat input: {naive_nW[0]:.4f} nW")
print(f"At 4 fs, end-momentum cold-bath heat input: {naive_nW[1]:.4f} nW")
print(f"At 4 fs, false sum of heat inputs: {naive_nW.sum():.4f} nW")

# --- Size of quantum effects, from explicit sums over oscillator levels ---
quantum_ratio = const.hbar * omega * 1e12 / kT


def level_energy(temperature):
    """Mean energy in units of the level spacing."""
    n = np.arange(400)
    weights = np.exp(-n * quantum_ratio * T / temperature)
    return np.sum((n + 0.5) * weights) / np.sum(weights)


variance_factor = quantum_ratio * level_energy(T)
assert abs(variance_factor - quantum_ratio / 2
           / np.tanh(quantum_ratio / 2)) < 1e-10
dT = 0.01
heat_capacity = (quantum_ratio * T
                 * (level_energy(T+dT)-level_energy(T-dT)) / (2*dT))
assert abs(heat_capacity - (quantum_ratio / 2
           / np.sinh(quantum_ratio / 2))**2) < 1e-6


# --- Size of anharmonicity: Morse well with the same curvature ---
def morse_variance(depth_over_kT):
    """Variance near the minimum divided by the harmonic variance."""
    y = np.linspace(-12, 12, 24001)
    alpha = 1 / np.sqrt(2 * depth_over_kT)
    weights = np.exp(-depth_over_kT * np.expm1(-alpha * y)**2)
    weights /= weights.sum()
    mean = np.sum(weights * y)
    return np.sum(weights * (y - mean)**2)


depth_eV = 4.6
depth = depth_eV * const.e / kT
anharmonic_factor = morse_variance(depth)
small = 1 / (2 * 100 * depth)
assert abs((morse_variance(100 * depth) - 1) / small - 5.5) < 0.05
print(f"Quantum energy over thermal energy at 15 THz: {quantum_ratio:.4f}")
print(f"Quantum/classical position variance: {variance_factor:.4f}")
print(f"Quantum/classical mode heat capacity: {heat_capacity:.4f}")
print(f"Rough Morse depth: {depth_eV:.1f} eV")
print(f"Morse/harmonic classical position variance: {anharmonic_factor:.5f}")
print(f"Largest relative position-variance error in tests: {worst_x:.1e}")
print(f"Stochastic test at h*omega={h_mc:.1f}, gamma=omega:")
print(f"  Position variance ratio: {mc_x.mean():.5f} +/- {se_x:.5f}")
print(f"  Kinetic temperature ratio: {mc_p.mean():.5f} +/- {se_p:.5f}")
print(f"Pair error ratios on halving the step: current {order_ratios[0]:.4f}, "
      f"variance {order_ratios[1]:.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Temperature: 300 K; thermal energy: 25.852 meV
Atomic mass: 28.09 u; frequency: 15.0 THz
Angular frequency: 94.248 rad/ps; friction: 10.0 1/ps
Spring stiffness: 414.33 N/m
Exact classical position variance: 9.9968 pm^2
Exact classical rms displacement: 3.1618 pm
Stability limit of the time step: 21.221 fs
Single oscillator: step fs | h*omega | <x^2> pm^2 | kinetic T K
   1 | 0.0942 | 9.9968 | 299.334
   2 | 0.1885 | 9.9968 | 297.335
   4 | 0.3770 | 9.9968 | 289.341
  At 4 fs: kinetic temperature deficit 10.659 K
  At 4 fs: mid-step kinetic T 300.000 K
  At 4 fs: false heating power 1.4143 nW
   8 | 0.7540 | 9.9968 | 257.363
  16 | 1.5080 | 9.9968 | 129.453
Pair modes: 12.0 and 15.0 THz
Pair baths: 320 K and 280 K
Mean squared frequency s: 7283.77 1/ps^2; delta: -3197.75 1/ps^2
Continuous-time heat current: 2.14900 nW
Continuous-time variance difference: 0.36044 pm^2
Pair: step fs | current nW | error % | variance diff pm^2 | error %
   1 | 2.14986 | 0.040 | 0.35993 | -0.143
   2 | 2.15244 | 0.160 | 0.35838 | -0.573
   4 | 2.16281 | 0.643 | 0.35214 | -2.303
   8 | 2.20530 | 2.620 | 0.32661 | -9.388
  16 | 2.39299 | 11.354 | 0.21381 | -40.682
At 4 fs: effective friction 9.99867 1/ps; q 0.97086
At 4 fs, end-momentum hot-bath heat input: 3.2554 nW
At 4 fs, end-momentum cold-bath heat input: -0.9359 nW
At 4 fs, false sum of heat inputs: 2.3195 nW
Quantum energy over thermal energy at 15 THz: 2.3996
Quantum/classical position variance: 1.4393
Quantum/classical mode heat capacity: 0.6321
Rough Morse depth: 4.6 eV
Morse/harmonic classical position variance: 1.01580
Largest relative position-variance error in tests: 5.1e-14
Stochastic test at h*omega=1.5, gamma=omega:
  Position variance ratio: 1.00118 +/- 0.00047
  Kinetic temperature ratio: 0.43775 +/- 0.00022
Pair error ratios on halving the step: current 4.0052, variance 4.0052
ALL CHECKS PASSED
```
